# Why the Slow Step-Function Series Does Not Limit LAPW Accuracy: test program

```python
"""
Result under test: LAPW interstitial matrix elements are exact when they use the
analytic Fourier coefficients of the step function Theta (1 outside the sphere,
0 inside), although the Fourier series of Theta converges slowly in real space.
Overlap and kinetic energy need Theta up to 2*Kmax; a potential with components
up to Gpot needs Theta up to 2*Kmax + Gpot.
Symbols: a cubic lattice constant, R sphere radius, V0 well depth, g = 2 pi/a,
K = k + G plane-wave vectors, Kmax their cutoff. Hartree atomic units.
Model: V = -V0 (1-r^2/R^2)^3 inside the sphere and zero outside.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import spherical_jn, eval_legendre

a, R, V0 = 6.0, 2.5, 2.0
volume, g = a**3, 2 * np.pi / a
k_frac = np.array([0.25, 0.15, 0.05])
l_max = 16
hartree_ev = physical_constants["Hartree energy in eV"][0]

x, w = np.polynomial.legendre.leggauss(64)
s_nodes, s_weights = (x + 1) / 2, w / 2          # s = r/R in the sphere
well = -V0 * (1 - s_nodes**2)**3


def integer_vectors(m):
    r = np.arange(-m, m + 1)
    return np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T


def basis(cutoff):
    n = integer_vectors(int(cutoff / g) + 2)
    K = g * (n + k_frac)
    keep = np.linalg.norm(K, axis=1) <= cutoff
    return n[keep], K[keep]


def theta(n, centre=np.zeros(3)):
    """Analytic Fourier coefficients of the step function, G = g*n."""
    n = np.asarray(n)
    q = g * R * np.sqrt(np.sum(n**2, axis=-1))
    safe = np.where(q > 0, q, 1.0)
    shape = np.where(q > 0, spherical_jn(1, safe) / safe, 1 / 3)
    phase = np.exp(-1j * g * (n @ centre))
    return (q == 0) - 4 * np.pi * R**3 / volume * shape * phase


def interstitial_quadrature(order):
    """Points between the sphere and the cube faces: six truncated pyramids."""
    x, w = np.polynomial.legendre.leggauss(order)
    u, v, z = np.meshgrid(x, x, x, indexing="ij")
    wu, wv, wz = np.meshgrid(w, w, w, indexing="ij")
    half = a / 2
    low = R / (half * np.sqrt(1 + u**2 + v**2))
    t = low + (1 - low) * (z + 1) / 2
    weight = (wu * wv * wz * (1 - low) / 2 * half**3 * t**2).ravel()
    face = half * np.array([t, t * u, t * v]).reshape(3, -1).T
    points = [sign * np.roll(face, axis, axis=1)
              for axis in range(3) for sign in (1, -1)]
    return np.concatenate(points), np.tile(weight, 6)


# ---------- interstitial matrix elements against direct quadrature ----------
Kmax_top = 4.0
centre = np.array([0.7, -0.4, 1.1])
w1, w2 = 0.3, 0.1        # potential sum_i [w1 cos(g x_i) + w2 cos(2 g x_i)]


def wave_potential(r):
    return np.sum(w1 * np.cos(g * r) + w2 * np.cos(2 * g * r), axis=-1)


components = []
for axis in range(3):
    for step, amp in ((1, w1 / 2), (-1, w1 / 2), (2, w2 / 2), (-2, w2 / 2)):
        m = np.zeros(3, int)
        m[axis] = step
        components.append((m, amp))

differences = np.array([[0, 0, 0], [1, 0, 0], [3, 2, 1], [5, 4, 4], [7, 2, 2]])
assert np.all(g * np.linalg.norm(differences, axis=1) <= 2 * Kmax_top)
points, weights = interstitial_quadrature(32)
points = points + centre
waves = np.exp(-1j * g * (points @ differences.T))
overlap_direct = weights @ waves / volume
potential_direct = (weights * wave_potential(points)) @ waves / volume


def convolution(reach):
    out = np.zeros(len(differences), complex)
    for m, amp in components:
        d = differences - m
        inside = g * np.linalg.norm(d, axis=1) <= reach + 1e-10
        out += amp * theta(d, centre) * inside
    return out


G_pot = 2 * g
full_reach = 2 * Kmax_top + G_pot
err_overlap = np.max(abs(theta(differences, centre) - overlap_direct))
err_full = np.max(abs(convolution(full_reach) - potential_direct))
err_short = np.max(abs(convolution(2 * Kmax_top) - potential_direct))
assert err_overlap < 1e-11
assert err_full < 1e-11
assert err_short > 1e-5

n_grid = 20
frac = np.arange(n_grid) / n_grid
grid = a * np.array(np.meshgrid(frac, frac, frac, indexing="ij"))
grid = np.moveaxis(grid, 0, -1)
coefficients = np.zeros((n_grid,) * 3, complex)
n_fill = integer_vectors(9)
n_fill = n_fill[g * np.linalg.norm(n_fill, axis=1) <= full_reach]
coefficients[tuple(n_fill.T)] = theta(n_fill, centre)
smooth_step = np.fft.ifftn(coefficients) * n_grid**3
pick = tuple(differences.T)
fft_element = np.fft.fftn(smooth_step * wave_potential(grid))[pick] / n_grid**3
err_fft = np.max(abs(fft_element - potential_direct))
assert err_fft < 1e-11


def sampled_step(grid_points, origin):
    d = grid_points - origin
    d = d - a * np.round(d / a)
    return (np.linalg.norm(d, axis=-1) > R).astype(float)


raw = sampled_step(grid, centre) * wave_potential(grid)
err_sampled = np.max(abs(np.fft.fftn(raw)[pick] / n_grid**3 - potential_direct))
assert err_sampled > 1e-5

# ---------- slow real-space convergence of the step series ----------
n_all = integer_vectors(31)
G_all = g * np.linalg.norm(n_all, axis=1)
theta_squared = abs(theta(n_all))**2
theta_zero = theta(np.zeros(3, int)).real


def step_rms(cutoff):
    return np.sqrt(theta_zero - np.sum(theta_squared[G_all <= cutoff]))


G_far = 32.0
rms_far = step_rms(G_far)
rms_law = np.sqrt(4 * R**2 / (volume * G_far))
assert abs(rms_far / rms_law - 1) < 0.05     # leading term of a 1/G_c expansion


# ---------- reference: plane waves only, no sphere and no step ----------
def plane_wave_ground_state(cutoff):
    n, K = basis(cutoff)
    sq = np.sum(n**2, axis=1)
    d2 = np.rint(sq[:, None] + sq[None, :]
                 - 2 * n.astype(float) @ n.T.astype(float)).astype(int)
    q = g * R * np.sqrt(np.arange(d2.max() + 1))
    table = 4 * np.pi * R**3 / volume * (
        spherical_jn(0, q[:, None] * s_nodes) @ (s_weights * s_nodes**2 * well))
    H = table[d2]
    H[np.diag_indices(len(n))] += 0.5 * np.sum(K**2, axis=1)
    e, c = eigh(H, subset_by_index=[0, 0])
    return e[0], c[:, 0], K


E_small, c_small, K_small = plane_wave_ground_state(6.5)
E_ref, c_ref, K_ref = plane_wave_ground_state(8.0)
assert abs(E_small - E_ref) < 1e-6
points, weights = interstitial_quadrature(14)
charge_ref = 0.0
for p, wt in zip(np.array_split(points, 12), np.array_split(weights, 12)):
    charge_ref += wt @ abs(np.exp(1j * (p @ K_small.T)) @ c_small)**2 / volume


# ---------- LAPW ----------
def radial_functions(l, energy, terms=60):
    """u_l and its energy derivative from their power series in s = r/R."""
    pot = 2 * R**2 * (-V0 * np.array([1.0, -3.0, 3.0, -1.0]))
    pot[0] -= 2 * R**2 * energy
    c, d = np.zeros(terms), np.zeros(terms)
    c[0] = 1.0
    for n in range(1, terms):
        m = min(4, n)
        den = 2 * n * (2 * n + 2 * l + 1)
        c[n] = pot[:m] @ c[n - m:n][::-1] / den
        d[n] = (pot[:m] @ d[n - m:n][::-1] - 2 * R**2 * c[n - 1]) / den
    power = l + 2 * np.arange(terms)
    s = np.append(s_nodes, 1.0)[:, None]         # last row: sphere surface
    series = np.array([c, d]).T
    return (s**power) @ series, (power * s**(power - 1.0)) @ series / R


def sphere_matrices(K, energy):
    k_len = np.linalg.norm(K, axis=1)
    cosine = np.clip(K @ K.T / np.outer(k_len, k_len), -1, 1)
    S, H = np.zeros_like(cosine), np.zeros_like(cosine)
    r, dr = R * s_nodes, R * s_weights
    for l in range(l_max + 1):
        f, df = radial_functions(l, energy)
        target = np.array([spherical_jn(l, k_len * R),
                           k_len * spherical_jn(l, k_len * R, derivative=True)])
        match = np.linalg.solve(np.array([f[-1], df[-1]]), target)
        f, df = f[:-1], df[:-1]
        s_l = f.T @ ((dr * r**2)[:, None] * f)
        h_l = (0.5 * df.T @ ((dr * r**2)[:, None] * df)
               + f.T @ ((dr * (0.5 * l * (l + 1) + r**2 * well))[:, None] * f))
        angular = 4 * np.pi / volume * (2 * l + 1) * eval_legendre(l, cosine)
        S += angular * (match.T @ s_l @ match)
        H += angular * (match.T @ h_l @ match)
    return S, H


def lapw(Kmax, energy, updates):
    """Lowest state; the energy parameter follows the eigenvalue if updates > 1."""
    n, K = basis(Kmax)
    diff = n[:, None, :] - n[None, :, :]
    step = theta(diff).real
    kinetic = 0.5 * K @ K.T
    for _ in range(updates):
        S, H = sphere_matrices(K, energy)
        A, B = H + kinetic * step, S + step
        e, c = eigh((A + A.T) / 2, (B + B.T) / 2, subset_by_index=[0, 0])
        energy = e[0]
    return energy, c[:, 0], diff, step, kinetic, S, H


print(f"lattice constant {a:.1f} bohr, sphere radius {R:.1f} bohr")
print(f"well depth {V0:.1f} hartree, l_max {l_max}")
print("k in units of 2 pi/a:", *k_frac)
print(f"g = 2 pi/a = {g:.5f} 1/bohr, cell volume {volume:.1f} bohr^3")
print(f"interstitial volume fraction Theta(0) = {theta_zero:.6f}")
print(f"element test: w1 = {w1} hartree, w2 = {w2} hartree")
print("element test: sphere centre in bohr:", *centre)
print(f"element test: 2 Kmax = {2*Kmax_top:.3f}, G_pot = {G_pot:.3f} 1/bohr")
print(f"element test: required reach of Theta {full_reach:.3f} 1/bohr")
print(f"largest overlap element error {err_overlap:.1e} (dimensionless)")
print("largest potential element error in hartree:")
print(f"  Theta to 2Kmax+Gpot, direct sum    {err_full:.1e}")
print(f"  Theta to 2Kmax+Gpot, FFT {n_grid}^3      {err_fft:.1e}")
print(f"  Theta to 2Kmax only                {err_short:.2e}")
print(f"  0/1 step sampled on {n_grid}^3 points    {err_sampled:.2e}")
print(f"plane-wave reference: {len(c_small)} waves {E_small:.9f} hartree")
print(f"plane-wave reference: {len(c_ref)} waves {E_ref:.9f} hartree")
print(f"reference energy {E_ref*hartree_ev:.6f} eV")
print("LAPW: Kmax (1/bohr), R*Kmax, basis size, energy (hartree),")
print("      energy error (hartree), rms error of step series cut at 2Kmax")
errors = []
for Kmax in (1.6, 2.4, 3.2, Kmax_top):
    result = lapw(Kmax, -0.3, 6)
    errors.append(result[0] - E_ref)
    print(f"  {Kmax:.1f} {R*Kmax:5.1f} {len(result[1]):4d} {result[0]:.9f}"
          f" {errors[-1]:+.2e} {step_rms(2*Kmax):.4f}")
E_top, c, diff, step, kinetic, S, H = result
final_error = abs(errors[-1])
assert final_error < 1e-5
assert final_error < 0.1 * abs(errors[0])
print(f"final LAPW error {errors[-1]*hartree_ev*1000:+.5f} meV")
print(f"step series cut at {G_far:.0f} 1/bohr: rms error {rms_far:.4f}")
print(f"  asymptotic law sqrt(4R^2/(volume*Gc)): {rms_law:.4f}")

charge_lapw = c @ step @ c
assert abs(charge_lapw - charge_ref) < 5e-4
print(f"interstitial charge, LAPW c.Theta.c      {charge_lapw:.7f} electron")
print(f"interstitial charge, reference quadrature {charge_ref:.7f} electron")


def quotient_shift(wrong_step):
    top = c @ (H + kinetic * wrong_step) @ c
    return top / (c @ (S + wrong_step) @ c) - E_top


print("Rayleigh-quotient change with a faulty step, fixed eigenvector:")
shifts = []
for size in (20, 40, 80):
    f = np.arange(size) / size
    mesh = a * np.stack(np.meshgrid(f, f, f, indexing="ij"), axis=-1)
    coef = np.fft.fftn(sampled_step(mesh, np.zeros(3))).real / size**3
    wrong = coef[tuple(np.moveaxis(diff % size, -1, 0))]
    shifts.append(quotient_shift(wrong))
    print(f"  0/1 step sampled on {size}^3 points: {shifts[-1]:+.2e} hartree")
assert max(abs(np.array(shifts))) > 10 * final_error
short = step * (g * np.linalg.norm(diff, axis=-1) <= Kmax_top)
print(f"  analytic Theta cut at Kmax: {quotient_shift(short):+.2e} hartree")

offset = 1.0
E_offset = lapw(Kmax_top, E_top + offset, 1)[0]
assert abs(E_offset - E_ref) > 10 * final_error
print(f"energy parameter displaced by {offset:.1f} hartree, exact Theta:")
print(f"  LAPW energy error {E_offset-E_ref:+.2e} hartree")
print("every check passed")
```

Running it gives:

```
lattice constant 6.0 bohr, sphere radius 2.5 bohr
well depth 2.0 hartree, l_max 16
k in units of 2 pi/a: 0.25 0.15 0.05
g = 2 pi/a = 1.04720 1/bohr, cell volume 216.0 bohr^3
interstitial volume fraction Theta(0) = 0.696991
element test: w1 = 0.3 hartree, w2 = 0.1 hartree
element test: sphere centre in bohr: 0.7 -0.4 1.1
element test: 2 Kmax = 8.000, G_pot = 2.094 1/bohr
element test: required reach of Theta 10.094 1/bohr
largest overlap element error 2.6e-14 (dimensionless)
largest potential element error in hartree:
  Theta to 2Kmax+Gpot, direct sum    2.4e-13
  Theta to 2Kmax+Gpot, FFT 20^3      2.4e-13
  Theta to 2Kmax only                5.95e-04
  0/1 step sampled on 20^3 points    5.42e-04
plane-wave reference: 1004 waves -0.335860779 hartree
plane-wave reference: 1877 waves -0.335860789 hartree
reference energy -9.139238 eV
LAPW: Kmax (1/bohr), R*Kmax, basis size, energy (hartree),
      energy error (hartree), rms error of step series cut at 2Kmax
  1.6   4.0   16 -0.329225993 +6.63e-03 0.1911
  2.4   6.0   52 -0.335702003 +1.59e-04 0.1538
  3.2   8.0  117 -0.335856564 +4.23e-06 0.1339
  4.0  10.0  231 -0.335860717 +7.19e-08 0.1193
final LAPW error +0.00196 meV
step series cut at 32 1/bohr: rms error 0.0601
  asymptotic law sqrt(4R^2/(volume*Gc)): 0.0601
interstitial charge, LAPW c.Theta.c      0.0928991 electron
interstitial charge, reference quadrature 0.0928984 electron
Rayleigh-quotient change with a faulty step, fixed eigenvector:
  0/1 step sampled on 20^3 points: -1.69e-03 hartree
  0/1 step sampled on 40^3 points: +5.12e-05 hartree
  0/1 step sampled on 80^3 points: -1.14e-04 hartree
  analytic Theta cut at Kmax: +1.16e-03 hartree
energy parameter displaced by 1.0 hartree, exact Theta:
  LAPW energy error +4.70e-01 hartree
every check passed
```
